# Why ADC(2) gives conical intersections between excited states but not with S0, part 1

(Sections cited here and not found follow in the second part.)

Where S1 and S0 of a molecule with $F$ internal coordinates become degenerate, two conditions must hold, so in the generic case the degenerate geometries form a set of dimension $F-2$. Around that seam the two surfaces form a double cone, and the gap opens in both directions of a plane. Suppose one argues that the second-order algebraic diagrammatic construction, ADC(2), diagonalizes a real symmetric matrix, that such matrices have conical degeneracies, and that every ADC(2) intersection is therefore a cone. A calculation built on this argument finds S1 and S0 degenerate on a wall of dimension $F-1$, and beyond the wall it finds S1 below S0. A trajectory then meets a degeneracy where the exact gap is open, and a search for the branching plane finds one direction where there should be two. The argument fails because S0 is not an eigenvalue of the matrix.

The Hamiltonian is real and spin-free throughout, and S0, S1, S2 are singlets in order of exact energy. Energies are in eV, with the main results also in J; the problem is algebraic and no constant other than the elementary charge enters.

## The ADC(2) matrix

Let $\Phi_0$ be the restricted Hartree-Fock (RHF) determinant with real canonical spin orbitals, occupied $i,j,k,l$ and virtual $a,b,c,d$. An index also stands for its annihilator, and $\langle pq\|rs\rangle=(pr|qs)-(ps|qr)$. The excitation operators are $C_{ia}=a^\dagger i$ and $C_{ijab}=a^\dagger b^\dagger j\,i$, with $\Phi_I=C_I\Phi_0$.

Intermediate states are built on the exact ground state $\Psi_0$, which here always means the lowest singlet. The precursors $C_I\Psi_0$ are orthogonalized to $\Psi_0$ and to all lower excitation classes, then orthonormalized symmetrically within the class, giving $\tilde\Psi_I$ and
$$M_{IJ}=\langle\tilde\Psi_I|H-E_0|\tilde\Psi_J\rangle,\qquad \langle\Psi_0|H|\tilde\Psi_I\rangle=E_0\langle\Psi_0|\tilde\Psi_I\rangle=0 .$$
Set $H=H_0+\lambda V$ with $H_0=\sum_p\varepsilon_p\,p^\dagger p$. For Hartree-Fock orbitals $V=E^{(1)}+\frac14\sum\langle pq\|rs\rangle\{p^\dagger q^\dagger s\,r\}$, normal ordered with respect to $\Phi_0$. The part of $V$ that only excites is $\tilde T=\frac14\sum\langle cd\|kl\rangle c^\dagger d^\dagger l\,k$, so $V\Phi_0=E^{(1)}\Phi_0+\tilde T\Phi_0$. First-order theory gives $\Psi^{(1)}=T\Phi_0$, where $T$ has the form of $\tilde T$ with amplitudes
$$t_{kl}^{cd}=\frac{\langle cd\|kl\rangle}{\varepsilon_k+\varepsilon_l-\varepsilon_c-\varepsilon_d},\qquad E^{(2)}=\langle\tilde T\Phi_0|T\Phi_0\rangle=\tfrac14\sum t_{kl}^{cd}\langle kl\|cd\rangle .$$
ADC(2) keeps the singles block of $M$ through $\lambda^2$, the singles-doubles block through $\lambda$ and the doubles block through $\lambda^0$. A coupling of order $\lambda$ shifts an eigenvalue by its square, so this makes singly excited states correct through second order.

*Singles block.* The overlap $\langle\Psi_0|C_I|\Psi_0\rangle$ is $O(\lambda^2)$, since $\Psi^{(1)}$ holds doubles only. Removing the $\Psi_0$ component therefore changes the precursor overlap $S_{IJ}=\langle\Psi_0|C_I^\dagger C_J|\Psi_0\rangle$ at $O(\lambda^4)$, and it leaves the matrix of $H-E_0$ unchanged because $(H-E_0)\Psi_0=0$. With $[H_0,C_J]=\Delta_JC_J$, $\Delta_{jb}=\varepsilon_b-\varepsilon_j$,
$$N_{IJ}=\langle\Psi_0|C_I^\dagger[H,C_J]|\Psi_0\rangle=S_{IJ}\Delta_J+\lambda\langle\Psi_0|C_I^\dagger[V,C_J]|\Psi_0\rangle .$$
For singles $C_I^\dagger C_J\Phi_0=\delta_{IJ}\Phi_0$, which is orthogonal to $T\Phi_0$, so $S=1+\lambda^2S^{(2)}$ and $S^{-1/2}=1-\frac12\lambda^2S^{(2)}$ to this order. Then $M=S^{-1/2}NS^{-1/2}$ has $M^{(0)}_{IJ}=\Delta_I\delta_{IJ}$ and $M^{(1)}_{IJ}=\langle\Phi_I|V|\Phi_J\rangle-E^{(1)}\delta_{IJ}$. Only the term $\langle aj\|ib\rangle\{a^\dagger j^\dagger b\,i\}$ contributes, the factor $\frac14$ cancelling against four equal index assignments. Normal order moves $i$ past two operators, giving $+a^\dagger i\,j^\dagger b$, and $j^\dagger b\,b^\dagger j\Phi_0=\Phi_0$, so $M^{(1)}_{ia,jb}=\langle aj\|ib\rangle$.

At second order $N^{(2)}=S^{(2)}\Delta+R$. Because $N$ is symmetric it equals its symmetrized form, $N^{(2)}=\frac12(S^{(2)}\Delta+\Delta S^{(2)})+\frac12(R+R^T)$. The first bracket cancels against the terms from $S^{-1/2}$, so $M^{(2)}=\frac12(R+R^T)$ with
$$R_{IJ}=\langle\Phi_I|VC_JT\Phi_0\rangle-\langle\Phi_I|C_JVT\Phi_0\rangle+\langle C_IT\Phi_0|VC_J\Phi_0\rangle-\langle C_IT\Phi_0|C_JV\Phi_0\rangle .$$
In the third term only $\tilde T$ can raise a single to the triple $C_IT\Phi_0$, and $\tilde T$ commutes with $C_J$; in the fourth only $\tilde T\Phi_0$ survives. The two cancel. The second term is $-\delta_{IJ}E^{(2)}$, and the first, by the same argument applied to the bra, is $\langle\tilde T\Phi_0|C_I^\dagger C_J|T\Phi_0\rangle$. Using $a\,b^\dagger=\delta_{ab}-b^\dagger a$, $i^\dagger j=\delta_{ij}-j\,i^\dagger$, and $b^\dagger a\,j\,i^\dagger=j\,b^\dagger a\,i^\dagger$ (two transpositions),
$$i^\dagger a\,b^\dagger j=\delta_{ab}\delta_{ij}-\delta_{ab}\,j\,i^\dagger-\delta_{ij}\,b^\dagger a+(b\,j^\dagger)^\dagger(a\,i^\dagger).$$
The first term yields $\delta_{IJ}E^{(2)}$ and cancels the second term of $R$. The others need three vectors, in each of which antisymmetry of $t$ merges two contractions:
$$a\,T\Phi_0=\tfrac12\sum t_{kl}^{ac}c^\dagger l\,k\Phi_0,\quad i^\dagger T\Phi_0=-\tfrac12\sum t_{ik}^{cd}c^\dagger d^\dagger k\Phi_0,\quad a\,i^\dagger T\Phi_0=-\sum t_{ik}^{ac}c^\dagger k\Phi_0 .$$
Each is overlapped with its $\tilde T$ partner. The unrestricted pair sums give $\frac12\cdot\frac12\cdot2=\frac12$ for the first two, the third gives 1, and the minus signs occur twice. After symmetrization,
$$M^{(2)}_{ia,jb}=-\tfrac14\delta_{ij}\sum_{klc}\big(t_{kl}^{ac}\langle kl\|bc\rangle+a\leftrightarrow b\big)-\tfrac14\delta_{ab}\sum_{kcd}\big(t_{ik}^{cd}\langle jk\|cd\rangle+i\leftrightarrow j\big)+\tfrac12\sum_{kc}\big(t_{ik}^{ac}\langle jk\|bc\rangle+ia\leftrightarrow jb\big).$$

*Other blocks.* Through first order a singles state is $\Phi_J$ plus triples, and a doubles state is $\Phi_D$ plus quadruples and $\Phi_0$. These do not overlap and $H_0$ does not connect them, so the coupling is $\langle\Phi_D|V|\Phi_J\rangle$. The term $\langle ab\|cj\rangle a^\dagger b^\dagger j\,c$ acting on $c^\dagger i\Phi_0$ gives $+a^\dagger b^\dagger j\,i\Phi_0$. The term $\langle kb\|ij\rangle\{k^\dagger b^\dagger j\,i\}=-\langle kb\|ij\rangle b^\dagger j\,i\,k^\dagger$ acting on $a^\dagger k\Phi_0$ gives $+\langle kb\|ij\rangle b^\dagger j\,i\,a^\dagger\Phi_0=-\langle kb\|ij\rangle a^\dagger b^\dagger j\,i\Phi_0$. Antisymmetry in $ij$ and in $ab$ supplies the partners:
$$M_{ijab,kc}=\delta_{ik}\langle ab\|cj\rangle-\delta_{jk}\langle ab\|ci\rangle+\delta_{bc}\langle ka\|ij\rangle-\delta_{ac}\langle kb\|ij\rangle .$$
The doubles block is diagonal, $\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. The state energies are $E_0=E_{\rm HF}+E^{(2)}=E_{\rm MP2}$ and $E_n=E_{\rm MP2}+\omega_n$, with $\omega_n$ the singlet eigenvalues of $M$. The numerical check below tests these formulas against Taylor coefficients in $\lambda$ taken from the definition of $M$ in determinant space; the largest deviation is about $2\times10^{-10}$ eV.

## The counter-example

Two electrons occupy three orthonormal orbitals 1, 2, 3 (labelled a, b, c in the output). The nonzero two-electron integrals are $(pp|pp)=U=10$, $(pp|qq)=J_{pq}$ with $J_{12}=J_{23}=6$, $J_{13}=5$, and $(pq|pq)=(pq|qp)=K=1$, all in eV. The one-electron part is
$$h_{11}=-x,\quad h_{22}=x,\quad h_{33}=z,\quad h_{12}=y,\quad h_{23}=w,\quad h_{13}=v .$$
The coordinates are $q=(x,y,z,w)$, so $F=4$; each stands for a displacement times a linear coupling constant and is measured in eV. Full configuration interaction (FCI) in the six singlets is the exact answer.

### The symmetric case by hand

Take $w=v=0$ and small $y$. The singlet spatial functions are $|pp\rangle$ with energy $2h_{pp}+U$ and $|pq\rangle_+=(|pq\rangle+|qp\rangle)/\sqrt2$ with energy $h_{pp}+h_{qq}+J_{pq}+K$. The closed shells couple to each other through $K$, and $\langle11|H|12\rangle_+=\langle22|H|12\rangle_+=\sqrt2\,y$, two equal terms $h_{12}$ divided by $\sqrt2$.

At $y=0$ the sign change of orbital 2 is a symmetry, and so is that of orbital 3. The state $|12\rangle_+$ is the only singlet odd under the first and even under the second, so it is an exact eigenstate with energy $J_{12}+K$, independent of $x$. For $x>0$ the lowest even state $c_1|11\rangle+c_2|22\rangle+c_3|33\rangle$ falls with growing $x$, and the two cross at some $x_0$. For $y\ne0$ they couple by $\sqrt2\,y(c_1+c_2)$, so at $x_0$ the exact gap is $2\sqrt2\,|c_1+c_2||y|$ to first order in $y$. This crossing is an isolated point of the $(x,y)$ plane.

For RHF put $\phi=\cos\theta\,\chi_1+\sin\theta\,\chi_2$. The energy is $2h_{\phi\phi}+U(\cos^4\theta+\sin^4\theta)+2\cos^2\theta\sin^2\theta\,(J_{12}+2K)$, and $\cos^4\theta+\sin^4\theta=1-\frac12\sin^22\theta$ turns it into
$$E=U-2x\cos2\theta+2y\sin2\theta-\tfrac12(U-J_{12}-2K)\sin^22\theta\approx U-2x+4y\theta+2(2x-2)\theta^2 .$$
The bracket $2x-2$ is the orbital Hessian element $A+B$, defined by $\delta E=2\theta(A+B)\theta$ for real rotations. It is positive for $x>1$ eV, where $\theta\approx-y/(2x-2)$ is a smooth function of $x$ and $y$.

At $y=0$ the occupied orbital is $\chi_1$, and $\varepsilon_1=-x+U$, $\varepsilon_p=h_{pp}+2J_{1p}-K$ give $\Delta_2=(x+11)-(10-x)=2x+1$ and $\Delta_3=(z+9)-(10-x)=x+z-1$. By the two sign symmetries the singlet $1\to2$ couples to nothing else in $M$. Its first-order part is the same-spin element $K-J_{12}$ plus the opposite-spin element $K$, so zeroth and first order sum to $2x+1+2-6=2x-3$.

For second order define the pair energies $e_p=-K^2/2\Delta_p$, from the doubles $1\alpha1\beta\to p\alpha p\beta$. For the diagonal element of $1\alpha\to2\alpha$, the sum over $klc$ has $c=2\beta$ and two orders of $kl$, giving $2e_2$, so the first term is $-\frac14(2e_2+2e_2)=-e_2$. The sum over $kcd$ has $k=1\beta$ and two orders of $cd$ for $p=2,3$, so the second term is $-(e_2+e_3)$. The third is $\frac12(e_2+e_2)=e_2$. The opposite-spin element vanishes, since $t$ forces $k=1\beta$ and then $\langle jk\|bc\rangle$ has $j=k$. Hence
$$\omega_1(x,0)=2x-3+\frac{1}{2(2x+1)}+\frac{1}{2(x+z-1)} .$$
At $x=1.5$, $z=6$ this is $0+0.12500+0.07692=0.20192$ eV. At $x=1.39494$ it is $-0.21012+0.13193+0.07819=0$. The slope $2-(2x+1)^{-2}-\frac12(x+z-1)^{-2}$ is positive there, so $\omega_1<0$ at smaller $x$. On the line $y=0$ a change of sign is qualitatively right, because the exact states cross as well, at the slightly different value $x_0=1.390$ eV.

Off the line the methods part. The sign change of orbital 2 maps $y$ to $-y$, so $\omega_1(x,y)$ is even in $y$. It is also smooth, because $\theta$ is, so $\partial_y\omega_1=0$ at $y=0$. No term in $|y|$ can arise, and a smooth function with nonzero $x$ slope keeps a zero $x^*(y)$ for all small $y$. ADC(2) has a line where the exact theory has a point.

### The case without symmetry

Now $v=0.3$ eV, and $y$, $w$ are nonzero at every degeneracy whose rank is examined, so no sign symmetry remains. The measure used is $G=\frac12\nabla\nabla(\text{gap}^2)$ at the degeneracy, a dimensionless $4\times4$ matrix; the proof below shows that its rank counts the directions that lift the degeneracy.

| degeneracy | $(x,y,z,w)$ in eV | nonzero eigenvalues of $G$ |
|---|---|---|
| FCI S2/S1 | (2.5, 0.3, 3.492, −0.052) | 3.93, 2.03 |
| ADC(2) S2/S1 | (2.5, 0.3, 3.514, −0.049) | 3.93, 2.03 |
| FCI S1/S0 | (1.387, 0.025, 6, 0.3) | 5.39, 3.54 |
| ADC(2) S1/S0 | (1.387, 0.05, 6, 0.3) | 3.80 |

The excited pair has rank 2 in both theories. At fixed $x,y$ the ADC(2) cone is displaced from the FCI cone by $3.514-3.492=0.022$ eV in $z$ and $0.003$ eV in $w$. It lies 2.347 eV above S0 against 2.326 eV, which is 0.9% high relative to the FCI value, each taken at its own cone. The lower ADC(2) eigenvector changes sign on a loop of radius 0.05 eV in $(z,w)$.

The S1/S0 point of ADC(2) has rank 1, and its reference is a regular minimum within real restricted rotations. The lowest eigenvalue of $A+B$ is 0.80 eV, the smallest MP2 denominator has size $2(12.357-8.576)=7.56$ eV, $E_{\rm MP2}=7.1830-0.2145=6.9685$ eV, and $\omega_2=3.69$ eV is far away. The gradient is $\nabla\omega_1=(1.8709,\,0.5136,\,-0.0125,\,-0.1965)$, and its squared length $3.5003+0.2638+0.0002+0.0386\approx3.803$ is the single eigenvalue of $G$. Steps of $\mp0.02$ eV in $x$ give $\omega_1=-0.0374$ and $+0.0375$ eV, against $\mp1.8709\times0.02=\mp0.0374$ eV. The zero moves with slope $dx^*/dy=-0.5136/1.8709=-0.2745$, in agreement with the traced seam.

At $z=6$, $w=0.3$ eV the seam continues as follows, all in eV.

| $y$ | ADC(2) $x^*$ | FCI gap at $x^*$ | smallest FCI gap over $x$ |
|---|---|---|---|
| −0.10 | 1.297 | 0.334 | 0.289 |
| −0.05 | 1.361 | 0.179 | 0.173 |
| 0 | 1.388 | 0.057 | 0.057 |
| 0.05 | 1.387 | 0.059 | 0.058 |
| 0.10 | 1.359 | 0.182 | 0.174 |

The last column follows from the cone. Minimizing $G_{xx}\delta_x^2+2G_{xy}\delta_x\delta_y+G_{yy}\delta_y^2$ gives $\delta_x=-G_{xy}\delta_y/G_{xx}$ and the gap $|\delta_y|\,(G_{yy}-G_{xy}^2/G_{xx})^{1/2}=2.3137\,|y-y_0|$. At $y=0.1$ this is $2.3137\times(0.1-0.0247)=0.174$ eV. The ADC(2) seam is curved; a parabola through the entries at $y=-0.05$, $0$ and $0.05$ gives $x^*\approx1.391$ at $y_0=0.025$, about 0.004 eV from the FCI cone at $x=1.387$. In this model the seam passes close to the cone, and the main fault is in the shape. At $y=0.1$ eV ADC(2) has zero gap where the exact gap is 0.182 eV $=2.91\times10^{-20}$ J. On a circle of radius 0.1 eV about the FCI cone, sampled every five degrees, the smallest exact gap is 0.187 eV, while $\omega_1$ changes sign twice and reaches $-0.197$ eV $=-3.16\times10^{-20}$ J. The exact S0 vector changes sign on this loop and the ADC(2) S1 vector does not.

The ADC(2) matrix has been derived, and in the three-orbital model its S2/S1 degeneracy is lifted in two directions, as in FCI, while its S1/S0 degeneracy is lifted in only one. What remains is to state and prove this in general, to trace the defect to its origin, and to say where the assumptions fail.
